# Resist reactions caused by electrons from a thick underlayer

## Problem

An underlayer fills $z<0$ and a resist fills $z>0$. During an exposure, every unit volume of the underlayer emits $n$ electrons, uniformly and in all directions alike. Here $n$ is a number per volume summed over the whole exposure, not a rate. Each electron makes one straight flight and causes one reaction where the flight ends. The flight lengths $\ell$ are exponentially distributed with mean $L$, so a flight exceeds the length $s$ with probability $e^{-s/L}$.

The resist matches the underlayer: $L$ is the same on both sides, and the interface neither reflects nor refracts electrons. Both layers are much thicker than $L$. Let $N$ be the mean number of reactions in the resist, per interface area, caused by underlayer electrons. Reactions due to electrons born in the resist are not part of $N$.

(a) Show that $N=nL/4$.

(b) Which property of the flight-length distribution does this result need?

(c) How are these reactions distributed over the height $x$ above the interface?

(d) What replaces $nL/4$ when the underlayer has thickness $t$ and the resist thickness $d$?

(e) Evaluate $N$ for an extreme-ultraviolet exposure, and judge which assumptions limit the estimate.

## Hints

1. Let $\mu$ be the cosine of the angle between the flight and the normal pointing into the resist. For isotropic emission $\mu$ is uniform on $(-1,1)$. What path must an electron born at depth $h$ cover to reach the interface?
2. Integrate over depth before direction.
3. For (b), fix the flight first and ask which starting depths lead into the resist.
4. For (c) and (d), use the exponential integrals
$$E_m(y)=\int_1^\infty \frac{e^{-ys}}{s^m}\,ds=\int_0^1\mu^{m-2}e^{-y/\mu}\,d\mu ,$$
where the second form follows from $s=1/\mu$, $ds=-d\mu/\mu^2$.

## Solution

### (a) The count

The fraction of electrons emitted into a solid angle $d\Omega$ is $d\Omega/4\pi$. Integrating over azimuth turns this into $2\pi\,d\mu/4\pi=d\mu/2$. An electron with $\mu>0$, born at depth $h$, reaches the interface after a path $h/\mu$. It gets that far with probability $e^{-h/(\mu L)}$. Electrons with $\mu<0$ never reach the interface. The crossing probability from depth $h$ is therefore
$$P(h)=\frac12\int_0^1 e^{-h/(\mu L)}\,d\mu=\frac12E_2(h/L).$$

Every electron that crosses reacts somewhere in the thick resist. A layer of thickness $dh$ emits $n\,dh$ electrons per area, so
$$N=n\int_0^\infty P(h)\,dh=\frac n2\int_0^1\left[\int_0^\infty e^{-h/(\mu L)}\,dh\right]d\mu .$$
The integrand is positive, which permits the exchange of order. The inner integral is $\mu L$, and
$$N=\frac n2\int_0^1\mu L\,d\mu=\frac n2\cdot\frac L2=\frac{nL}{4}.$$

One factor $1/2$ is the share of electrons that start towards the resist. The other is the mean of $\mu$ among them: an oblique flight of mean length $L$ advances only $\mu L$ along the normal. The underlayer thus acts as if all the electrons from a layer of thickness $L/4$ reacted in the resist and none from below it did.

### (b) What the count needs

Fix $\ell$ and $\mu>0$. The flight ends in the resist if the starting depth is less than $\mu\ell$. Per area, $n\mu\ell$ electrons would start in that range if all had this flight. Averaging over flights gives
$$N=n\,\frac12\int_0^1\mu\,d\mu\,\langle\ell\rangle=\frac{n\langle\ell\rangle}{4},$$
provided length and direction are independent. The mean length suffices, and the exponential law is not needed for the count.

If $\Delta z=\mu\ell$ is the displacement along the normal, the same result reads
$$N=\frac n2\langle|\Delta z|\rangle ,\qquad(1)$$
because upward and downward displacements are equally likely and only the upward ones contribute.

### (c) The profile

For an electron born at depth $h$ with direction $\mu$, ending at height $x$ means $\mu\ell=h+x$. The probability density in $x$ is $e^{-(h+x)/(\mu L)}/(\mu L)$. Integration over $h$ cancels the denominator, and the reaction density is
$$\rho(x)=\frac n2\int_0^1e^{-x/(\mu L)}\,d\mu=\frac n2E_2(x/L).$$

At the interface $\rho(0)=n/2$, since $E_2(0)=1$. This has a simple reading. In an unbounded uniform medium the reaction density would be $n$, one reaction for each emission. At the interface plane, half of it comes from either side.

If the resist itself emits with the same density $n$, its own electrons supply the remainder, $n[1-\tfrac12E_2(x/L)]$. The total is then uniform: the resist loses as many electrons to the underlayer as it gains.

The mean height follows from $\int_0^\infty xe^{-x/(\mu L)}dx=\mu^2L^2$:
$$\int_0^\infty x\rho\,dx=\frac{nL^2}{2}\int_0^1\mu^2d\mu=\frac{nL^2}{6},\qquad
\langle x\rangle=\frac{nL^2/6}{nL/4}=\frac{2L}{3}.\qquad(2)$$

The number of reactions above height $x$ is $\frac n2\int_0^1\mu L\,e^{-x/(\mu L)}d\mu=\frac{nL}{2}E_3(x/L)$. The share of $N$ within one mean flight of the interface is therefore $1-2E_3(1)=0.78$.

Suppose now that the resist has a different mean flight $L_r$, still without reflection. Crossing is decided in the underlayer, so $N=nL/4$ keeps the underlayer's $L$. An exponential flight has no memory, so after crossing its remaining length has mean $L_r$, and (2) becomes $\langle x\rangle=2L_r/3$. In a sampling test with $L=2$ nm and $L_r=3$ nm, $N/n$ came out as 0.4999 nm and the mean height as 2.003 nm, against the predicted 0.5 nm and 2 nm.

### (d) Finite layers

Let electrons that leave through the top of the resist be lost, and let nothing enter from below the underlayer. A reaction in the resist then requires a flight longer than $h/\mu$ but shorter than $(h+d)/\mu$:
$$N=\frac n2\int_0^1d\mu\int_0^t dh\left[e^{-h/(\mu L)}-e^{-(h+d)/(\mu L)}\right].$$
The depth integral gives $\mu L\,(1-e^{-t/(\mu L)})(1-e^{-d/(\mu L)})$. Multiplying out and using $\int_0^1\mu\,e^{-y/\mu}d\mu=E_3(y)$ and $E_3(0)=1/2$,
$$N=\frac{nL}{2}\left[\frac12-E_3\!\left(\frac tL\right)-E_3\!\left(\frac dL\right)+E_3\!\left(\frac{t+d}{L}\right)\right].$$

For $t,d\gg L$ the last three terms vanish and $nL/4$ returns. In the opposite limit of a thin underlayer below a thick resist, $t\ll L\ll d$, the terms containing $d$ vanish. Since $E_3'(y)=-E_2(y)$ and $E_2(0)=1$, we have $E_3(t/L)\approx\frac12-t/L$, and $N\approx nt/2$. Half of all emitted electrons then react in the resist, and $L$ drops out. The limit is approached slowly, because grazing flights still end inside a thin layer: $N$ is 0.84 of $nt/2$ at $t/L=0.1$ and 0.97 at $t/L=0.01$.

### (e) An extreme-ultraviolet exposure

Take a chain-scission resist without chemical amplification, exposed at 13.5 nm, where the photon energy is 91.84 eV. The following values are rough and typical in size: incident dose 60 mJ/cm², resist thickness 30 nm, underlayer thickness 10 nm, absorption coefficient $\alpha=0.005$ nm⁻¹ in both layers, two reacting electrons per absorbed photon, and $L=2$ nm.

The dose divided by the photon energy is 40.78 photons per nm². Without reflection of light, the fluence at the interface is
$$40.78\,e^{-0.005\times30}=35.1\ \text{nm}^{-2}.$$
Each photon is absorbed with probability 0.005 per nm and yields two electrons, so
$$n=35.1\times0.005\times2=0.351\ \text{nm}^{-3},$$
$$N=0.351\times\frac{2}{4}\approx0.18\ \text{nm}^{-2}=1.8\times10^{13}\ \text{cm}^{-2}.$$

A patch of 10 nm by 10 nm receives about 18 such reactions on average. If the resist emits with the same $n$ throughout, its own emission per area is $nd$, and $N/(nd)=L/(4d)=1.7\,\%$. With the stronger light higher up in the resist taken into account, the share is 1.5 %. The contribution is small for the film as a whole but not at its foot. There the density is $n/2\approx0.18$ nm⁻³, half the local total. It falls to 0.026 nm⁻³ at a height of 2 nm, and its mean height is 1.3 nm.

Part (b) was tested by sampling four million starts over a depth of 24 nm. The length $N/n$ was 0.5004 nm for exponential flights, 0.4994 nm for gamma-distributed flights and 0.4971 nm for flights of fixed length. About 83,000 flights cross in each case, which implies a counting scatter of roughly 0.3 %. The largest deviation, 0.6 %, is about two standard deviations.

**Which assumptions matter.** Each effect below is taken alone and expressed as a factor on $nL/4$.

*Finite layers.* With $t/L=5$ and $d/L=15$, part (d) gives 0.998.

*Attenuation of light in the underlayer.* The emission falls as $ne^{-\alpha h}\approx n(1-\alpha h)$. The integral $\int_0^\infty h\,\frac12E_2(h/L)\,dh=L^2/6$ is the one in (2). The factor is $1-(\alpha L^2/6)/(L/4)=1-2\alpha L/3=0.993$ to first order, and the full integral agrees to this accuracy.

*Directed photoelectrons.* Photoelectrons prefer directions related to the electric field, with weight $1+\beta(3\cos^2\Theta-1)/2$, where $\Theta$ is the angle to the field. For unpolarised light at normal incidence the field lies in the interface plane, and the azimuthal average of $\cos^2\Theta$ is $(1-\mu^2)/2$. The weight becomes $1+\beta(1-3\mu^2)/4$. The integral $\int_0^1\mu\,d\mu=\frac12$ is replaced by
$$\frac12+\frac\beta4\left(\frac12-\frac34\right)=\frac12-\frac{\beta}{16},$$
which is a factor $1-\beta/8$. For an illustrative $\beta=1$ this is 0.875. If only a fraction $f$ of the reacting electrons has this asymmetry, the reduction is $f\beta/8$.

*Used-up reactive units.* Let the resist hold $M=5$ reactive units per nm³, let each attempted reaction strike a random unit, and let it be wasted if that unit has already reacted. With $\rho$ attempts per volume, a unit is missed with Poisson probability $e^{-\rho/M}$. If the resist emits with the same $n$, the underlayer raises the attempts from $n[1-\frac12E_2]$ to $n$, and adds
$$M\left\{e^{-n[1-E_2(x/L)/2]/M}-e^{-n/M}\right\}$$
reactions per volume. Integrated over $x$, this gives a factor 0.94.

**Beside a real exposure.** Doses of tens of mJ/cm², films of tens of nm and electron ranges of a few nm are the usual scale, so the dose, the resist thickness and $L$ are realistic in size. $N$ is proportional to $L$ and to the electron yield, so a relative error in either passes fully into the estimate. Real electrons also break the assumption of a single straight flight. Variation 2 shows that, if on average half of the flights end in a turn instead of a reaction, this alone moves the estimate from 0.18 nm⁻² to about 0.13 or 0.26 nm⁻², depending on what $L$ denotes. This range already spans a factor of two, and the uncertainty in $L$ and in the yield comes on top of it. The estimate gives the size of $N$, not its first digit.

## Variation 1: a potential step at the interface

*The potential energy of an electron is higher by $U>0$ in the resist. All electrons reach the interface with kinetic energy $E>U$, and the effective masses are equal. How does $N$ change?*

The momentum parallel to a flat interface is conserved. Only the energy of normal motion, $E\mu^2$, can pay for the step, so classically an electron passes if $\mu>\mu_c=\sqrt{U/E}$. A reflected electron moves down into the thick underlayer and reacts there. Hence
$$N=\frac n2\int_{\mu_c}^1\mu L\,d\mu=\frac{nL}{4}(1-\mu_c^2)=\frac{nL}{4}\left(1-\frac UE\right).$$

Waves are also partly reflected above the step. In units of the total wavenumber in the underlayer, the normal wavenumbers are $\mu$ and $q=\sqrt{\mu^2-U/E}$. For an abrupt step, continuity of the wave and of its slope requires
$$1+r=\tau,\qquad \mu(1-r)=q\tau .$$
Inserting $r=\tau-1$ into the second equation gives $\tau=2\mu/(\mu+q)$. The transmitted share of the current is
$$T(\mu)=\frac q\mu\tau^2=\frac{4\mu q}{(\mu+q)^2},$$
and the factor on $nL/4$ is $2\int_{\mu_c}^1\mu\,T(\mu)\,d\mu$.

For $U=1$ eV and $E=15$ eV the classical factor is $1-1/15=0.933$, and wave reflection at an abrupt step lowers it to 0.923. This correction needs an interface sharper than the electron wavelength, about 0.3 nm at 15 eV. For a smooth step of Fermi-function shape that rises from 10 % to 90 % over 0.44 nm the factor is 0.931, and over 1.1 nm it is 0.933. For an interface about a nanometre wide the classical value is therefore the better guide. Slow electrons suffer more: at $E=2$ eV the same step would stop half of them classically. As $E$ approaches $U$, the transfer vanishes.

## Variation 2: several flights before the reaction

*At the end of each flight the electron reacts with probability $1-w$. Otherwise it turns into a new random direction and flies on. Each flight is exponential with mean $s$. Find $N$.*

Let $Z$ be the total normal displacement from birth to reaction. In matching media the interface does not affect the path, and the electron reacts in the resist if $Z$ exceeds the starting depth, however often it has crossed. Equation (1) therefore holds with $Z$ in place of $\Delta z$. To find $\langle|Z|\rangle$, use
$$|Z|=\frac2\pi\int_0^\infty\frac{1-\cos kZ}{k^2}\,dk .$$

For one flight, averaging $e^{ik\mu\ell}$ over the exponential lengths gives $1/(1-ik\mu s)$. The imaginary part is odd in $\mu$ and drops out of the average over directions:
$$g(k)=\frac12\int_{-1}^1\frac{d\mu}{1+k^2s^2\mu^2}=\frac{\arctan ks}{ks}.$$
Exactly $m$ flights occur with probability $(1-w)w^{m-1}$, and independent flights multiply their averages. Thus
$$\langle\cos kZ\rangle=\sum_{m=1}^\infty(1-w)w^{m-1}g^m=\frac{(1-w)g}{1-wg},\qquad
1-\langle\cos kZ\rangle=\frac{1-g}{1-wg},$$
$$N=\frac n\pi\int_0^\infty\frac{1-g(k)}{k^2\,[1-wg(k)]}\,dk .$$

For $w=0$ this must return $ns/4$, and numerical integration confirms it. For $w=1/2$ the integral gives $1.49\,ns/4$, and direct sampling of such paths gives 1.495 for the factor. What this means for the exposure depends on the quantity held fixed:

- If each flight has mean $s=L=2$ nm, the electron travels $2L$ on average, and $N$ rises by the factor 1.49 to 0.26 nm⁻².
- If the whole path has mean $L$, then $s=(1-w)L=1$ nm. The factor is $0.5\times1.49=0.75$, and $N$ falls to 0.13 nm⁻², because turns shorten the net displacement.

When turns are frequent, $w\to1$, small $k$ dominates the integral. With $1-g\approx k^2s^2/3$ and $1-wg\approx(1-w)+k^2s^2/3$,
$$N\approx\frac n\pi\int_0^\infty\frac{s^2/3}{(1-w)+k^2s^2/3}\,dk=\frac{n}{2}\,\frac{s}{\sqrt{3(1-w)}} .$$
This is the diffusive limit. At fixed total path $L$, where $s=(1-w)L$, it becomes $N\approx nL\sqrt{1-w}/(2\sqrt3)$, which tends to zero as the path becomes more tangled. The formula $nL/4$ still holds if $L$ is read as the mean straight-line distance $\langle R\rangle$ from birth to reaction: all directions of this displacement are equally likely, so $\langle|Z|\rangle=\langle R\rangle/2$. With several flights, neither the length of one flight nor that of the whole path can stand for $L$: at $w=1/2$ the first makes $N$ too small and the second makes it too large. Equation (1), with the mean absolute value of the net normal displacement, holds in either case.

The remaining digits and inputs are in the numerical output.

## Calculated quantities

```
INPUTS (rough typical or illustrative values)
wavelength: 13.5 nm
incident dose: 60 mJ/cm2
resist thickness d: 30 nm
underlayer thickness t: 10 nm
absorption coefficient: 0.005 1/nm
reacting electrons per absorbed photon: 2
mean flight L: 2 nm
reactive units: 5 1/nm3
potential step U: 1 eV
electron energy E: 15 eV
asymmetry beta: 1
chance to turn and fly on: 0.5
MAIN RESULT
photon energy: 91.84 eV
photons per area, resist top: 40.78 1/nm2
photons per area, interface: 35.1 1/nm2
emission density n: 0.351 1/nm3
L/4: 0.5 nm
reactions per area N = n L/4: 0.1755 1/nm2
the same N: 1.755e+13 1/cm2
N / (n d): 0.01667
PROFILE IN THE RESIST
density at interface: 0.1755 1/nm3
density at height L: 0.02606 1/nm3
mean height 2L/3: 1.333 nm
share of N within L of the interface: 0.7806
CHECKS OF THE LENGTH N/n
quadrature: 0.5 nm
sampled, exponential flights: 0.5004 nm
sampled, fixed flights: 0.4971 nm
sampled, gamma flights: 0.4994 nm
sampled, resist mean flight changed: 0.4999 nm
changed resist mean flight: 3 nm
its sampled mean height: 2.003 nm
NEGLECTED EFFECTS, factor on n L/4
finite layers: 0.99824
light attenuation in underlayer: 0.99338
potential step, classical: 0.9333
potential step, with wave reflection: 0.9225
photoelectron asymmetry: 0.875
used-up reactive units: 0.939
several flights, each of mean L: 1.491
the same, sampled: 1.495
several flights, whole path of mean L: 0.7456
```
